# The electron-phonon averaged approximation and where polar scattering defeats it

An electron 165 meV above the bottom of a model polar band scatters about 101 times per picosecond. If every collision randomized its direction, it would advance on average 5.3 nm along its initial direction before forgetting it. With the true distribution of scattering angles it advances 11.4 nm. The scattering rates are the same in both cases, so a method that supplies correct rates can still miss this transport length by a factor of two.

The method in question is the electron-phonon averaged (EPA) approximation. It replaces a large table of matrix elements by a small table of squared couplings that depends on two energies. One electron energy and one phonon are enough to build it by hand.

## One electron, two final shells

Take a parabolic band $\varepsilon=ck^2$ with $c=\hbar^2/2m$ and mass $0.2\,m_e$, so $c=0.1905$ eV nm². The electrons are dilute, so final states are empty. They couple to one flat optical branch with $\hbar\omega=50$ meV. At 300 K its Bose occupation is $n=0.169$.

From $\varepsilon=165$ meV the electron can absorb a phonon and reach 215 meV, or emit one and reach 115 meV. The wavevectors $k=\sqrt{\varepsilon/c}$ are 0.931 nm⁻¹ initially, 1.062 nm⁻¹ after absorption and 0.777 nm⁻¹ after emission.

The coupling in this model conserves spin, so we need the density of states per spin and volume. A shell holds $4\pi k^2dk/(2\pi)^3$ states, and $d\varepsilon=2ck\,dk$. Hence
$$D(\varepsilon)=\frac{k^2}{2\pi^2}\frac{1}{2ck}=\frac{k}{4\pi^2c}.$$
This is 0.1413 eV⁻¹nm⁻³ at 215 meV and 0.1033 eV⁻¹nm⁻³ at 115 meV.

**The polar coupling.** Let $g_q$ be the matrix element in a crystal of volume $V$. Its size follows from the energy of static charges. With charge-density component $\rho_q$ in units of $e$, each mode has the Hamiltonian
$$\hbar\omega b^\dagger b+g\rho b+g^*\rho^*b^\dagger=\hbar\omega B^\dagger B-\frac{|g\rho|^2}{\hbar\omega},\qquad B=b+\frac{g^*\rho^*}{\hbar\omega}.$$
The lattice thus lowers the energy by $|g\rho|^2/\hbar\omega$ per mode. Written as a pair interaction, $\frac12\sum_qU_q|\rho_q|^2$, this means $U_q=-2|g_q|^2/\hbar\omega$. The same quantity is the difference between the Coulomb interaction screened by electrons and lattice and that screened by electrons alone:
$$U_q=\frac{e^2}{\epsilon_0Vq^2}\left(\frac1{\epsilon_s}-\frac1{\epsilon_\infty}\right).$$
Equating the two gives
$$V|g_q|^2=\frac{A}{q^2},\qquad A=\frac{e^2\hbar\omega}{2\epsilon_0}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right).$$
For $\epsilon_\infty=5$ and $\epsilon_s=10$, $A=0.0452$ eV² nm. Screening by the carriers themselves is left out.

**Averaging over angles.** For $\mu=\cos\theta$, with $\theta$ the angle between $\mathbf k$ and $\mathbf k'$, $q^2=k^2+k'^2-2kk'\mu$. The mean squared coupling between two shells is
$$G(\varepsilon,\varepsilon')=\frac A2\int_{-1}^{1}\frac{d\mu}{k^2+k'^2-2kk'\mu}=\frac{A}{4kk'}\ln\frac{(k+k')^2}{(k-k')^2}=\frac{AL}{2kk'},$$
with $L=\ln[(k+k')/|k-k'|]$. For emission,
$$L=\ln\frac{1.708}{0.154}=2.41,\qquad G=\frac{0.0452\times2.41}{2\times0.931\times0.777}=0.0753\ \text{eV}^2\text{nm}^3.$$
For absorption $G=0.0622$ eV² nm³.

**The rate.** Fermi's golden rule, at leading order in the coupling, gives
$$\Gamma(\varepsilon)=\frac{2\pi}\hbar\left[nG(\varepsilon,\varepsilon_+)D(\varepsilon_+)+(n+1)G(\varepsilon,\varepsilon_-)D(\varepsilon_-)\right],\quad \varepsilon_\pm=\varepsilon\pm\hbar\omega.$$
The bracket contains
$$0.169\times0.0622\times0.1413=0.00148\ \text{eV},\qquad1.169\times0.0753\times0.1033=0.00910\ \text{eV}.$$
Multiplied by $2\pi/\hbar$, these become 14.2 ps⁻¹ for absorption and 86.8 ps⁻¹ for emission, 101.0 ps⁻¹ in all.

This is already an EPA calculation. The coupling enters through two numbers, yet nothing has been lost from the rate: all initial directions are equivalent and at this order both final energies are sharp. (Here $\hbar\Gamma\approx66$ meV exceeds $\hbar\omega$, so the sharp shells belong to the golden rule and would be broadened at higher order.) Polar coupling therefore does not by itself invalidate EPA scattering rates.

## The general formula

Let $k$ now stand for wavevector and band, and let $\nu$ label phonon branches. Final states may be occupied, with equilibrium occupation $f'$. In the absorption channel, loss minus gain for a state of occupation $f$ is
$$f(1-f')n-(1-f)f'(n+1).$$
The relaxation rate is the coefficient of $f$, namely $n(1-f')+f'(n+1)=n+f'$. In the emission channel the factors $n$ and $n+1$ change places, and the coefficient is $(n+1)(1-f')+f'n=n+1-f'$. Thus
$$\Gamma_k=\frac{2\pi}\hbar\sum_{k'\nu}|g_{kk'\nu}|^2\left[(n+f')\delta(\varepsilon_{k'}-\varepsilon_k-\hbar\omega)+(n+1-f')\delta(\varepsilon_{k'}-\varepsilon_k+\hbar\omega)\right].$$

Define $D(\varepsilon)=V^{-1}\sum_k\delta(\varepsilon-\varepsilon_k)$ for one spin, and the double-shell average
$$G_\nu(\varepsilon,\varepsilon')=\frac{\sum_{kk'}|g_{kk'\nu}|^2\,\delta(\varepsilon-\varepsilon_k)\,\delta(\varepsilon'-\varepsilon_{k'})}{V\,D(\varepsilon)D(\varepsilon')}.$$
Now average $\Gamma_k$ over the initial shell, with weight $\delta(\varepsilon-\varepsilon_k)/[VD(\varepsilon)]$, and insert $1=\int d\varepsilon'\,\delta(\varepsilon'-\varepsilon_{k'})$. If each branch is flat, the occupation factors and energy conditions depend on $\varepsilon$ and $\varepsilon'$ alone and leave the double sum. What remains is $G_\nu D(\varepsilon')$:
$$\bar\Gamma(\varepsilon)=\frac{2\pi}\hbar\sum_\nu\left\{G_\nu(\varepsilon,\varepsilon_+)[n_\nu+f(\varepsilon_+)]D(\varepsilon_+)+G_\nu(\varepsilon,\varepsilon_-)[n_\nu+1-f(\varepsilon_-)]D(\varepsilon_-)\right\}.$$

For flat branches this is an identity for the shell average. The practical algorithm adds approximations:

1. Compute $|g|^2$ on a coarse mesh of $\mathbf k$ and $\mathbf q$.
2. Sort the pairs by initial and final energy into bins, and average $V|g|^2$ in each pair of bins.
3. Replace each branch by one mean frequency.
4. Take $D(\varepsilon)$ from a fine mesh, which needs only band energies, and evaluate the formula.
5. Assign $\bar\Gamma(\varepsilon)$ to every state at energy $\varepsilon$, and use $1/\bar\Gamma$ as the transport relaxation time.

**A case where every state on the shell has the same rate.** Consider a cubic band $\varepsilon=-2t\sum_a\cos k_a$, with wavevectors in units of the inverse lattice constant, and a smooth squared coupling proportional to $1+(\lambda/3)\sum_a\cos q_a$. Expand $\cos(k'_a-k_a)=\cos k'_a\cos k_a+\sin k'_a\sin k_a$. Over the final shell the sine averages to zero by reflection, and cubic symmetry makes the mean of each $\cos k'_a$ equal to $-\varepsilon'/6t$. Since $\sum_a\cos k_a=-\varepsilon/2t$, the average is
$$1+\frac\lambda3\left(-\frac{\varepsilon}{2t}\right)\left(-\frac{\varepsilon'}{6t}\right)=1+\frac{\lambda\varepsilon\varepsilon'}{36t^2}.$$
Every state of the initial shell has the same value, although the shell is not a sphere. For $\lambda=0.8$, $\varepsilon=-3t$ and $\varepsilon'=-3.5t$ it is 1.233.

This concerns the rate only. The sine term averages to zero here, but not when it is weighted with the final velocity, which is itself proportional to $\sin k'_a$. A collision therefore keeps some memory of direction, and $1/\bar\Gamma$ is not the exact transport time.

## When rates follow the density of states

Suppose $G$ is constant and final states are empty. Then $\Gamma\propto nD(\varepsilon_+)+(n+1)D(\varepsilon_-)$. If $D$ also changes little over $\hbar\omega$, this becomes $(2n+1)D(\varepsilon)$, the familiar proportionality.

Between 0.2 and 0.8 eV our density of states doubles. A constant coupling raises the rate by a factor 2.17. The excess over 2 comes from emission, whose final density of states grows by $\sqrt{0.75/0.15}=2.24$ and which carries the larger weight.

The polar rate instead falls, from 99.9 to 77.5 ps⁻¹, a factor 0.775. To see why, multiply $G$ by $D$:
$$G(\varepsilon,\varepsilon')D(\varepsilon')=\frac{AL}{2kk'}\frac{k'}{4\pi^2c}=\frac{AL}{8\pi^2ck}.$$
The final density of states has cancelled. At high energy,
$$\frac{k+k'}{|k-k'|}=\frac{(k+k')^2}{|k^2-k'^2|}\simeq\frac{4k^2}{\hbar\omega/c}=\frac{4\varepsilon}{\hbar\omega},$$
so $\Gamma\propto\ln(4\varepsilon/\hbar\omega)/\sqrt\varepsilon$. For our two energies this leading form predicts $\frac12\ln64/\ln16=0.75$, close to the full result. Fast electrons find more final states, but most of them lie at large $q$, where the coupling is weak.

The opposite limit is regular. As $\varepsilon\to0$ only absorption is possible, $k'\to k_0=\sqrt{\hbar\omega/c}$ and $L\simeq2k/k_0$. Then $G\to A/k_0^2$, and
$$\Gamma(0)=\frac{2\pi}\hbar\,n\,\frac{A}{k_0^2}\,\frac{k_0}{4\pi^2c}=\frac{nA}{2\pi\hbar ck_0}=2\alpha\omega n,\qquad\alpha=\frac{A}{4\pi ck_0\hbar\omega}.$$
Here $\alpha$ is the Fröhlich constant, 0.74 for these parameters.

EPA can represent the falling rate if its table resolves $G$. What fails is the rule that the rate follows the density of states.

## What wide bins do

$G$ has a logarithmic peak at $\varepsilon=\varepsilon'$, and a bin average smears it. Put bin edges at multiples of the width, starting at the band bottom, and weight the states by their density. The averages below were integrated by Gauss-Legendre quadrature. The resulting rates at 165 meV are compared with 101.0 ps⁻¹:

- 10 meV bins: 101.1 ps⁻¹, error +0.1 %
- 50 meV bins: 101.4 ps⁻¹, error +0.4 %
- 200 meV bins: 120.0 ps⁻¹, error +19 %

The two small errors depend on where 165 meV lies in its bins. As the initial energy moves across its bin, the error in the total rate runs from −2 % to +2 % for 10 meV bins and from −6 % to +15 % for 50 meV bins. Across the 50 meV bin from 150 to 200 meV, the true $G$ for emission falls from 0.081 to 0.066 eV² nm³, while the table holds one value. No single value can match both ends to better than 10 %.

In the widest case, the initial state and the state after emission share the lowest bin. In $k$ space this bin is a ball of radius $R=\sqrt{0.2/0.1905}=1.025$ nm⁻¹. Two such balls displaced by $q$ overlap in two caps of height $R-q/2$, with total volume
$$\frac{2\pi}{3}\left(R-\frac q2\right)^2\left(2R+\frac q2\right)=\frac{4\pi R^3}{3}\left(1-\frac{3q}{4R}+\frac{q^3}{16R^3}\right).$$
The probability density of a separation $q$ is $4\pi q^2$ times this volume, divided by the squared ball volume. In the mean of $1/q^2$ the factor $q^2$ cancels:
$$\left\langle\frac1{q^2}\right\rangle=\frac3{R^3}\int_0^{2R}\left(1-\frac{3q}{4R}+\frac{q^3}{16R^3}\right)dq=\frac3{R^3}\left(2R-\frac{3R}{2}+\frac R4\right)=\frac9{4R^2}.$$
The integral converges, so the binned $G$ is finite: 0.097 eV² nm³, against the true 0.0753. For absorption, the final state is in the next bin and the average is 0.036 instead of 0.0622. The first error is +29 % and the second −42 %. They partly cancel, so the total understates the damage to each channel.

## What a coarse mesh misses

Even with suitable bins, $G$ must be sampled. A uniform mesh contains pairs with $\mathbf q=0$, where $A/q^2$ is infinite. Suppose these pairs are given zero coupling. The cost can be calculated for smooth energy windows $e^{-\varepsilon/E_w}$ on both states. With $\ell^2=c/E_w$, the weight of a pair is
$$e^{-\ell^2k^2-\ell^2|\mathbf k+\mathbf q|^2}=e^{-\ell^2q^2/2}\,e^{-2\ell^2|\mathbf k+\mathbf q/2|^2}.$$
On a mesh fine compared with $1/\ell$, summing over $\mathbf k$ leaves a weight $e^{-s^2q^2}$ with $s^2=\ell^2/2$.

Write $\mathbf q=h\mathbf n$ with mesh spacing $h$ and integer vector $\mathbf n$, and let $a=s^2h^2$. We need $S(a)=\sum_{\mathbf n\ne0}e^{-an^2}/n^2$. Its derivative is a Gaussian sum without its central term. By Poisson summation, up to terms of order $e^{-\pi^2/a}$,
$$\frac{dS}{da}=-\sum_{\mathbf n\neq0}e^{-an^2}=-\left(\frac\pi a\right)^{3/2}+1.$$
Integration gives
$$S(a)=\frac{2\pi^{3/2}}{\sqrt a}+a-C.$$
The constant, found by carrying out the lattice sum at $a=1$, is $C=8.914$. The first term is the continuum integral $\int d^3n\,e^{-an^2}/n^2$. The missing fraction of the coupling is therefore
$$1-\frac{S\sqrt a}{2\pi^{3/2}}=\frac{C\sqrt a-a^{3/2}}{2\pi^{3/2}}.$$

For a constant coupling, the missing fraction is the weight of the $\mathbf q=0$ pairs. The normalized Gaussian has density $(s/\sqrt\pi)^3$ at its centre. Times the cell volume $h^3$, this is $(a/\pi)^{3/2}$. The polar error is thus linear in $h$, the constant-coupling error cubic.

Take $E_w=100$ meV, a cubic cell of edge 0.5 nm and a $40^3$ mesh. Then $\ell^2=1.905$ nm², $h=2\pi/(0.5\times40)=0.314$ nm⁻¹ and $a=0.094$. The polar average loses 24 %, the constant one 0.5 %. On a $24^3$ mesh the losses are 40 % and 2.4 %. By the linear law, a polar error of 1 % needs almost a thousand divisions per axis.

This loss concerns windows that overlap in energy. If the two energy ranges are separated, $q$ cannot vanish, though the mesh must still resolve the smallest $q$. The small loss for a constant coupling suggests a remedy: treat the known $A/q^2$ part analytically and bin the smoother remainder.

## Unequal states on one shell

On an anisotropic shell, small $q$ can favour some states. Stretch the band along $z$: $\varepsilon=c(k_x^2+k_y^2+k_z^2/10)$. Consider emission from 165 meV. For a state on the equator, the nearest final state is $0.931-0.777=0.154$ nm⁻¹ away. For a state at the tip the distance is $\sqrt{10}$ times larger.

Averaging $A/q^2$ over the final ellipsoid by numerical quadrature gives 0.0342 eV² nm³ for the equator and 0.0150 for the tip. The shell average, which EPA assigns to both, is 0.0314. It is 8 % below the equatorial value and more than twice the value at the tip.

The difference between two states is not always so large. In the cubic band above, take the lattice form $1/\sum_a(2-2\cos q_a)$, which becomes $1/q^2$ at small $q$. Compare two initial states at $-3t$ scattering to $-3.5t$, with the final energy broadened by a Gaussian of width $0.1t$. The average for the state along (100) is 0.87 times that for the state along (111), a much smaller spread.

## Why correct rates give the wrong mobility

Return to the isotropic band, where EPA rates can be correct. Apply a force $\mathcal F$ along $z$ and write the dilute distribution as $f=f_0[1+\mathcal F\,F_{\mathbf k}/k_BT]$, with $f_0\propto e^{-\varepsilon/k_BT}$. To first order, the drift term is $-\mathcal Fv_zf_0/k_BT$. Let $W_{\mathbf k\mathbf k'}$ be the transition rate from $\mathbf k$ to $\mathbf k'$. Detailed balance, $f_0'W_{\mathbf k'\mathbf k}=f_0W_{\mathbf k\mathbf k'}$, turns the collision term into
$$-\frac{\mathcal Ff_0}{k_BT}\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(F_{\mathbf k}-F_{\mathbf k'}).$$
Equating the two terms gives $\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(F_{\mathbf k}-F_{\mathbf k'})=v_z$.

By isotropy, $F_{\mathbf k}=\phi(\varepsilon)k_z/k$. Averaged over azimuth around $\mathbf k$, the final direction contributes $\mu\,k_z/k$. Hence
$$\Gamma(\varepsilon)\phi(\varepsilon)-\sum_\pm W_1^\pm\phi(\varepsilon_\pm)=v(\varepsilon).$$
Here $W_1^\pm$ is the partial rate with $G$ replaced by the cosine-weighted average $G_1$. With $b=(k^2+k'^2)/2kk'$ we have $q^2=2kk'(b-\mu)$, and $\mu/(b-\mu)=-1+b/(b-\mu)$. Since $\frac12\int_{-1}^1d\mu/(b-\mu)=\frac12\ln\frac{b+1}{b-1}=L$,
$$G_1=\frac{A}{2kk'}(bL-1).$$

The length $\phi$ is the mean advance along the initial direction: one free flight $v/\Gamma$, plus the advance remembered after the collision. EPA has no $G_1$, so it sets $\phi=v/\Gamma$. That is correct in this band if the coupling does not depend on angle, because then $G_1=0$. For polar coupling $L>1/b$, so $G_1>0$. The remembered advance is positive and EPA gives too short a path.

For emission from 165 meV, $b=1.016$, and the mean cosine is $G_1/G=b-1/L=0.60$. The electron largely keeps its direction. As $\varepsilon\to0$, however, $b\to\infty$ and $L\simeq1/b+1/(3b^3)$, so the mean cosine tends to $1/(3b)\to0$. The approach is slow, since $1/(3b)\simeq2k/3k_0$ falls only as $\sqrt\varepsilon$. Nor does it rescue EPA, because the free flight $v/\Gamma=2ck/\hbar\Gamma(0)$ vanishes in proportion to $k$ as well. The remembered advance divided by the free flight tends to $\phi(\hbar\omega)\,\hbar\Gamma(0)/3ck_0$. At 50 meV emission is just closed, so $\phi(\hbar\omega)$ is at least one free flight of about 18 nm, and the ratio exceeds 0.7.

Each phonon shifts the energy by 50 meV, so the equation couples a ladder of energies. Solving it as a linear system with 30 rungs gives $\phi=11.4$ nm at 165 meV, where $v/\Gamma=5.3$ nm. These are the two lengths of the opening.

The drift velocity is the thermal mean of $v_z\mathcal FF_{\mathbf k}/k_BT$. The angular mean of $(k_z/k)^2$ is 1/3, so the mobility is
$$\mu_{\rm mob}=\frac{e}{3k_BT}\,\frac{\int d\varepsilon\,D\,e^{-\varepsilon/k_BT}v\phi}{\int d\varepsilon\,D\,e^{-\varepsilon/k_BT}}.$$
Numerical integration gives 282 cm²/(V s) with the EPA path and 438 cm²/(V s) with the full solution. The full value is 1.55 times the EPA value, a smaller ratio than at 165 meV. Both refer to this one-phonon model, without impurities, other phonons or higher-order coupling.

Finer bins and denser meshes cannot remove this last error, because the angle was discarded in forming $G$. In an isotropic band, a second table for $G_1$ restores it, provided the bins are narrow. In an anisotropic band the rates can also vary over each shell, as the ellipsoid showed, and tables that depend only on the two energies cannot record that.
